\section*{Atom Count in Grain-Boundary Relaxation: Sampling Translation and Plane Density}

\section{What a relaxation leaves fixed}

A structural relaxation moves atoms, and if asked also changes the cell, but it keeps the number of atoms $N$. For a grain boundary this hidden setting can decide the answer. In a model of tantalum, the $\Sigma5$ $(001)$ twist boundary built from two whole half crystals relaxes at best to $1.84\ \mathrm{J/m^2}$ in the search described here. With a different number of atoms in the boundary plane it reaches $1.37\ \mathrm{J/m^2}$. No choice of rigid translation tried at the first atom count finds the second structure.

The quantity to minimise is therefore
\begin{equation}
\gamma_{\min}=\min_{n}\ \min_{\mathbf T,\{\mathbf r_i\}}
\frac{E-Ne_b-E_s}{L^2},\qquad n=\frac{N\bmod m}{m}.
\label{eq:gamma}
\end{equation}
Here $E$ is the energy of the bicrystal, $e_b$ the bulk energy per atom, $E_s$ the energy of the two outer surfaces, $L^2$ the boundary area, $\mathbf T$ the rigid translation of the upper grain, and $m$ the number of atoms in one complete lattice plane of the cell. An ordinary relaxation performs the inner minimisation locally, from one start and at one $n$.

The setting is an elemental crystal with one atom per primitive cell, at zero temperature and zero external stress, and with equally many atoms per plane in both grains. Lengths are in nm, energies in eV and boundary energies in $\mathrm{J/m^2}$.

\section{Comparing cells with different atom counts}

Let a large crystal exchange atoms with the boundary. If the two together hold $N_{\rm tot}$ atoms, their energy is
\begin{equation}
E+(N_{\rm tot}-N)e_b=(E-Ne_b)+N_{\rm tot}e_b .
\end{equation}
The last term is constant, so the stable boundary minimises $E-Ne_b$, not $E$ and not $E/N$. Subtracting the surface energy, which is the same for all candidates when the outer planes are the same, and dividing by the area gives (\ref{eq:gamma}).

In a cell periodic along the normal there are no surfaces but two boundaries, and
\begin{equation}
E-Ne_b=(\gamma_1+\gamma_2)L^2 .
\end{equation}
Halving this result is justified when the boundaries are equivalent. If atoms are removed at one of them alone, the half-sum is the mean of two different boundaries.

The bulk term must be accurate. For two candidates whose counts differ by $\Delta N$, an error $\epsilon$ in $e_b$ changes their energy difference by
\begin{equation}
|\delta(\Delta\gamma)|=\frac{|\Delta N|\,|\epsilon|}{L^2}.
\label{eq:error}
\end{equation}
The bulk reference should thus use the same electronic settings as the boundary cell, and $|\Delta N|$ should be kept small. The periodicity in $n$ derived below makes the second possible.

\section{How many translations are needed}

Take a bcc crystal of lattice constant $a$. Each $(001)$ plane is a square net of side $a$; successive planes are $a/2$ apart and displaced by $(a/2,a/2)$ in the plane. Rotate the grains in opposite senses by $\theta$, with $\tan\theta=q/p$, where $p$ and $q$ have no common factor and $\Sigma=p^2+q^2$ is odd.

Write an in-plane vector $(x,y)$ as $x+iy$, and let $G$ be the set of numbers $u+iv$ with integer $u,v$. Since $e^{\pm i\theta}=(p\pm iq)/\sqrt\Sigma$, the in-plane lattice vectors of the grains are
\begin{equation}
\Lambda_\pm=\frac{a}{\sqrt\Sigma}\,(p\pm iq)\,G .
\end{equation}
Moving the upper grain by one of its own lattice vectors changes nothing. Moving it by a lattice vector $\boldsymbol\ell$ of the lower grain also leaves the energy unchanged: shift the whole bicrystal back by $\boldsymbol\ell$, and the upper grain returns to its place while the lower grain maps onto itself. The energy is therefore periodic under all sums of vectors from $\Lambda_+$ and $\Lambda_-$.

To find these sums, consider all combinations of $p+iq$ and $p-iq$ with coefficients in $G$. They include
\begin{align}
(p+iq)+(p-iq)&=2p,\\
-i\left[(p+iq)-(p-iq)\right]&=2q,\\
(p-iq)(p+iq)&=\Sigma .
\end{align}
Because $p$ and $q$ have no common factor, integer combinations of $2p$ and $2q$ give 2. Because $\Sigma$ is odd, 2 and $\Sigma$ give 1. The combinations thus fill $G$, and the translation net is a square net of side $a/\sqrt\Sigma$.

The common vectors of the two grains form the boundary cell. The numbers $p\pm iq$ have no common factor in $G$, since 1 is a combination of them, so their common multiples are the multiples of their product $\Sigma$. Hence
\begin{equation}
L=\frac{a}{\sqrt\Sigma}\,\Sigma=a\sqrt\Sigma,\qquad
m=\frac{L^2}{a^2}=\Sigma,\qquad
\frac{a}{\sqrt\Sigma}=\frac L\Sigma .
\end{equation}
It suffices to sample $\mathbf T$ in $1/\Sigma^2$ of the cell area.

For tantalum with $(p,q)=(2,1)$ the twist angle is $36.87^\circ$, after use of the fourfold symmetry. With $a=0.33058$ nm, $L=0.7392$ nm and the net side is $0.1478$ nm. An unrelaxed trial boundary has $3.1113\ \mathrm{J/m^2}$ before and after a shift by one net vector, but $3.1037\ \mathrm{J/m^2}$ after half a vector.

If some atoms of the end plane are missing, a net translation also permutes the possible sets of missing atoms. The small translation cell then remains sufficient provided that all these sets are allowed in the sampling.

\section{Why density has a period}

Remove one complete plane, $\Sigma$ atoms, from the end of the upper grain. The next plane lies higher by $a/2$ and is displaced in the plane by half a square diagonal. Moving the remaining grain by
\begin{equation}
-\mathbf b=-\frac a2(1,1,1),
\end{equation}
written in its own crystal axes, brings that plane to the site of the removed one. All following planes fall into place too, because $\mathbf b$ is a lattice vector. The boundary is restored and the grain is one plane thinner. If the outer surface does not interact with the boundary, $E$ has changed by $-\Sigma e_b$, so
\begin{equation}
\gamma(N-\Sigma)=\gamma(N).
\end{equation}
The trial boundary again gives $3.1113\ \mathrm{J/m^2}$ after this operation.

Thus only the remainder of $N$ after division by $\Sigma$ matters. Joining whole planes makes $N$ a multiple of $\Sigma$, hence $n=0$ for every translation. Removing $k$ atoms gives $n=(-k\bmod\Sigma)/\Sigma$, and $k=0,\ldots,\Sigma-1$ covers the densities of this cell. Removing four atoms from a five-atom plane is equivalent in density to adding one.

The choice of cell limits the available densities. A lateral supercell containing $s$ boundary cells has $m=s\Sigma$ and density steps of $1/(s\Sigma)$. In the opposite case, a boundary whose smallest cell has one atom per plane, $m=1$ and $n=0$ for every integer $N$. Such a cell cannot test density at all; it must first be enlarged along the boundary.

\section{What should be free to relax}

Let the outer planes of both grains keep perfect lattice order. The inner atoms have displacements $\mathbf u_i$, and the upper grain, including its outer planes, has a common translation $\mathbf t$:
\begin{equation}
\mathbf r_i=\mathbf r_i^{(0)}+\mathbf u_i+\eta_i\mathbf t,
\end{equation}
with $\eta_i=1$ in the upper grain and 0 in the lower; $\mathbf u_i=0$ in the outer planes. By the chain rule a stationary structure satisfies
\begin{equation}
\frac{\partial E}{\partial\mathbf u_i}=\frac{\partial E}{\partial\mathbf r_i}=0,
\qquad
\frac{\partial E}{\partial\mathbf t}=\sum_{i\,\in\,\rm upper}\frac{\partial E}{\partial\mathbf r_i}=0 .
\end{equation}
The second condition states that no net force acts across the boundary, normal or tangential.

If $\mathbf t$ is frozen at a value wrong by a small $w$, the grains and the boundary share the misfit. In thick grains the boundary's share is small. Neglecting it, for total deformable thickness $h$ and elastic constant $C$, the strain is $w/h$, and the stored energy per area is
\begin{equation}
\frac12 C\left(\frac wh\right)^2h=\frac{Cw^2}{2h}.
\end{equation}
This linear elastic estimate falls only as $1/h$, so a thicker cell is an expensive remedy for a missing translation variable. In a periodic cell, the equivalent freedom is to let the cell vector along the normal change its length and tilt. The in-plane vectors should stay at the bulk values, because thick grains impose them; otherwise the boundary strains the thin grains of the calculation.

None of these freedoms changes $N$. Cell relaxation changes volume, which is not the same as atomic density in the boundary plane.

\section{The energy model of the example}

The example uses the Finnis--Sinclair potential for tantalum in its original form, without a later short-range correction:
\begin{equation}
E=\sum_{i<j}V(r_{ij})-A\sum_i\sqrt{\rho_i},\qquad
\rho_i=\sum_{j\ne i}\phi(r_{ij}).
\end{equation}
The first term is a pair energy. The square root makes each added neighbour bind less strongly than the one before. A change of the single distance $r_{ij}$ alters both $\rho_i$ and $\rho_j$ by $\phi'(r_{ij})\,dr_{ij}$, so
\begin{equation}
\frac{\partial E}{\partial r_{ij}}=V'(r_{ij})-\frac A2
\left(\frac1{\sqrt{\rho_i}}+\frac1{\sqrt{\rho_j}}\right)\phi'(r_{ij}).
\end{equation}
The gradient on atom $j$ is the sum of these derivatives times the unit vectors from each neighbour $i$ to $j$.

Assigning half of each pair energy to each partner defines a site energy,
\begin{equation}
e_i=\frac12\sum_{j\ne i}V(r_{ij})-A\sqrt{\rho_i},\qquad E=\sum_i e_i .
\end{equation}
Summing $e_i-e_b$ over all atoms except those affected by the outer surfaces gives $\gamma L^2$ without using $E_s$. Both routes give $1.8426$ and $1.3731\ \mathrm{J/m^2}$ for the two structures compared below. A usual electronic-structure total energy has no such unique division into sites; there the cell-energy difference is used.

\section{The search and its result}

For each $k$, the search did the following.
\begin{enumerate}
\item It chose $\mathbf T$ from a grid in the small translation square and removed $k$ randomly chosen atoms from the end plane of the upper grain.
\item It displaced atoms near the boundary slightly at random, so that symmetry would not hold them at a saddle, and relaxed briefly.
\item It relaxed the two best candidates fully, then perturbed and relaxed the better one again.
\end{enumerate}
The density $n=0$ received 40 starts, of which the first 16 were a translation-only search with almost no random displacement. Each other density received 20. The results are:
\begin{center}
\begin{tabular}{ccc}
$k$ & $n$ & lowest $\gamma$ ($\mathrm{J/m^2}$)\\
0 & 0 & 1.843\\
1 & 4/5 & 1.739\\
2 & 3/5 & 1.796\\
3 & 2/5 & 1.447\\
4 & 1/5 & 1.373
\end{tabular}
\end{center}
All four other densities lie below $n=0$. The translation-only search and the larger search at $n=0$ end at the same energy, so the extra random starts did not repair the omission.

The difference between the best $n=0$ structure and the best overall is
\begin{equation}
\Delta\gamma=1.8426-1.3731=0.4695\ \mathrm{J/m^2}.
\end{equation}
The area is $(0.7392\ \mathrm{nm})^2=0.5464\ \mathrm{nm^2}$, so this is $2.565\times10^{-19}$ J, or $1.60$ eV, per boundary cell. Conversely, 1 eV per cell corresponds to $0.4695/1.6011=0.293\ \mathrm{J/m^2}$.

The two cells contain 90 and 86 atoms. With $e_b=-8.100$ eV, the bulk term alone differs by $4\times8.100=32.4$ eV, twenty times the gap. By (\ref{eq:error}), an error of 0.01 eV in $e_b$ would shift $\Delta\gamma$ by $4\times0.01\times0.293=0.012\ \mathrm{J/m^2}$. Representing the same boundary with 91 atoms instead of 86 would reduce this shift to $0.003\ \mathrm{J/m^2}$.

Every entry in the table is an upper bound on the minimum for that density. The row $n=2/5$ shows why this matters: its best short run ended at $1.591\ \mathrm{J/m^2}$, but full relaxation and the later perturbation led to $1.447\ \mathrm{J/m^2}$. Wider sampling does lower other rows: it finds $1.751\ \mathrm{J/m^2}$ at $n=3/5$ and a different $n=0$ structure at $1.839\ \mathrm{J/m^2}$, which reduces the gap to $0.466\ \mathrm{J/m^2}$. It leaves the rows $n=4/5$, $2/5$ and $1/5$ unchanged, and $n=0$ remains the highest. The properties quoted below refer to the structures of the table. The result establishes a better structure than those found at $n=0$, not the global minimum.

\section{Free volume is a different variable}

Each bulk plane occupies a thickness $a/2$ and each bulk atom a volume $a^3/2$. If $H$ is the distance between the outermost planes, the bicrystal occupies thickness $H+a/2$, while the same atoms in bulk would need $Na^3/(2L^2)$. The excess thickness is
\begin{equation}
\delta=H+\frac a2-\frac{Na^3}{2L^2}.
\end{equation}
It is $0.0020$ nm for the best $n=0$ structure and $0.0170$ nm for the best overall. The lower-energy boundary has the larger free volume.

This does not mean that it was made by thinning out the $n=0$ boundary. Since $L^2=5a^2$, one atom accounts for $a/10=0.0331$ nm of bulk thickness. From 90 to 86 atoms,
\begin{equation}
\Delta H=(0.0170-0.0020)-4(0.0331)=-0.117\ \mathrm{nm}.
\end{equation}
Restoring one whole plane adds $a/2=0.165$ nm and leaves the boundary unchanged. Relative to $n=0$, the better boundary therefore has one extra atom and its grains lie $0.048$ nm farther apart, more than the $0.033$ nm that the atom needs in bulk.

The shortest bond is $0.242$ nm at $n=0$ and $0.267$ nm in the better structure, against $0.286$ nm in bulk. The extra atom thus goes with a less compressed shortest bond. The shortest bond does not by itself decide the energy, however: in the best structure found at $n=4/5$ it is only $0.236$ nm, shorter than at $n=0$, yet that boundary has the lower energy of the two.

\section{Large cells and the meaning of fixed count}

The constraint $n=0$ weakens in a cell containing many boundary cells. Add one atom per cell over an area fraction $x$, and remove four per cell over the rest. The total count is unchanged if
\begin{equation}
x-4(1-x)=0,\qquad x=\frac45 .
\end{equation}
Both regions have $n=1/5$ and can adopt the same low-energy structure. Their upper grains can differ in displacement by the lattice vector $\mathbf b$, or by $\mathbf b$ plus any vector of the translation net; the shortest such displacement has length $0.59a$. It cannot vanish, because its normal part is $a/2$, so a dislocation loop separates the regions.

For patches of radius $R$, the energy of a loop grows as $R\ln(R/r_0)$, where $r_0$ is the core radius, and the number of loops per area as $1/R^2$. In linear elasticity the cost per area therefore varies as
\begin{equation}
\frac{R\ln(R/r_0)}{R^2}=\frac{\ln(R/r_0)}R\longrightarrow0 .
\end{equation}
A sufficiently large boundary can thus approach the better energy at fixed total count by moving atoms along itself. That path requires long-range rearrangement, which a downhill relaxation from joined half crystals need not find. In a small cell, changing $N$ reaches the same local density without the loops. The gap of $0.47\ \mathrm{J/m^2}$ belongs to the single boundary cell and this search; it is not a thermodynamic penalty for fixed count in an unlimited sample.

\section{Temperature, model error and real tantalum}

At temperature $T_K$ the bulk reservoir also has a vibrational free energy $f_b$ per atom. For a boundary cell with $N_f$ free atoms and a perfect slab with $N_0$, the harmonic correction is
\begin{equation}
\gamma_{\rm vib}=\frac{F-F_0-(N_f-N_0)f_b}{L^2},
\end{equation}
where $F$ and $F_0$ are sums over the modes of the two cells,
\begin{equation}
F=\sum_\nu\left[\frac{\hbar\omega_\nu}{2}+k_BT_K
\ln\left(1-e^{-\hbar\omega_\nu/k_BT_K}\right)\right].
\end{equation}
At 673 K the corrections are $-0.082$ and $-0.073\ \mathrm{J/m^2}$ for $n=0$ and $n=1/5$. They reduce the gap from $0.470$ to $0.461\ \mathrm{J/m^2}$, about 2\%. The outer planes were fixed and vibrations had the period of one boundary cell; using $3\times3$ lateral wave vectors instead changes each correction by less than $0.002\ \mathrm{J/m^2}$. This sizes the harmonic effect but not anharmonic motion or disorder. Adding two free planes to each grain changes the static gap by only $0.0002\ \mathrm{J/m^2}$.

Changing to another metal's potential has a larger effect. When the two structures were scaled to other lattice constants and relaxed with the corresponding potentials, the gap was $0.61\ \mathrm{J/m^2}$ for tungsten and $0.43\ \mathrm{J/m^2}$ for molybdenum. The order survived, but no new search was made for these metals. All three potentials share one functional form, so their spread is not an error bar against an electronic-structure calculation.

The missing short-range correction matters too, because these boundaries contain compressed bonds. Adding the pair repulsion $91\,(r_0-r)^3e^{-1.05r}$ eV for $r<r_0=2.863$ \AA, with $r$ in \AA, leaves the bulk crystal practically unchanged. The lowest energies found in a new search with it are about $1.93\ \mathrm{J/m^2}$ at $n=0$, for a structure other than the one in the table, $1.55\ \mathrm{J/m^2}$ at $n=2/5$ and $1.42\ \mathrm{J/m^2}$ at $n=1/5$. These three keep their order, and the gap between $n=0$ and $n=1/5$ changes from $0.47$ to about $0.51\ \mathrm{J/m^2}$. The rest of the table is less robust: the best structures found with the repulsion at $n=3/5$ and $n=4/5$ lie above $n=0$, at about $2.12$ and $2.26\ \mathrm{J/m^2}$. The digits quoted for the gap therefore describe the original potential, not real tantalum.

Tantalum is used in diffusion barriers between copper and insulators, in films of roughly a few nanometres, and 673 K is a rough processing temperature. Real films may contain another tantalum phase, many boundary types, and oxygen or nitrogen; a clean, flat bcc twist boundary is an idealisation. Impurities could move the result strongly: if they bind to the $n=0$ structure more strongly by 1 eV per boundary cell, the gap falls by $0.29\ \mathrm{J/m^2}$, and $1.6$ eV would remove it. No diffusion rate was calculated, so the lower boundary energy does not by itself imply a better barrier.

\section{Choosing the settings}

The period in $n$ was derived for crystals with one atom per primitive cell and equal plane counts in the two grains. With several atoms per primitive cell, as in silicon, removing one atomic plane need not restore the boundary; $m$ must then count all atoms in a layer whose removal can be undone by a lattice vector. For a clean boundary within the derived setting, the analysis leads to these choices.
\begin{itemize}
\item Count the atoms $m$ in one complete plane of the cell. If $m=1$, enlarge the cell laterally before testing density.
\item Sample every $n=0,1/m,\ldots,(m-1)/m$ that is affordable, with several translations and sets of removed atoms for each. State which densities were omitted.
\item Keep in-plane cell vectors at bulk values, and allow normal expansion and tangential translation of the grains.
\item Compare $E-Ne_b$ at equal area, with matching bulk settings, and use equivalent representations that keep $|\Delta N|$ small.
\item If a cheaper energy model supplies the candidates, pass on several structures from different densities. The electronic-structure calculation may reorder them.
\item Repeat the leading candidates with thicker grains and, where possible, a larger lateral cell. The first tests elastic confinement; the second admits densities and reconstructions that the small cell excludes.
\end{itemize}
Small residual forces show that a relaxation has converged for its chosen $N$. Here they were below $10^{-3}$ eV/\AA{} in both structures, including the one $0.47\ \mathrm{J/m^2}$ too high. Force convergence therefore cannot replace the search over density. The numerical output below gives the values for each density.

\section*{Computed values}
\begin{verbatim}
Ta rigid trial boundary energy: 3.1113 J/m2
  same, shifted by one net vector: 3.1113 J/m2
  same, shifted by half a net vector: 3.1037 J/m2
  same, one whole plane removed and gap closed: 3.1113 J/m2
case Ta, sigma 5, twist angle 36.87 degrees
  lattice constant 0.33058 nm, bulk energy -8.1000 eV/atom
  cell side 0.7392 nm, translation net side 0.1478 nm
  n=0/5, removed 0, starts 40: gamma 1.8426 J/m2 (short runs 1.843 to 1.900 J/m2)
  n=4/5, removed 1, starts 20: gamma 1.7386 J/m2 (short runs 1.739 to 2.125 J/m2)
  n=3/5, removed 2, starts 20: gamma 1.7964 J/m2 (short runs 1.796 to 1.981 J/m2)
  n=2/5, removed 3, starts 20: gamma 1.4472 J/m2 (short runs 1.591 to 2.157 J/m2)
  n=1/5, removed 4, starts 20: gamma 1.3731 J/m2 (short runs 1.373 to 1.691 J/m2)
  translation-only search at n=0: 1.8426 J/m2
  lowest at removed 4; n=0 lies higher by 0.4695 J/m2
best n=0: 90 atoms, gamma 1.8426 J/m2, from site energies 1.8426 J/m2
  excess thickness 0.0020 nm, shortest bond 0.2424 nm
  largest residual force 2.9e-04 eV/angstrom, lowest curvature 0.258 eV/angstrom2
  gamma with thicker free region 1.8425 J/m2
  vibrational part at 673.15 K: -0.0821 J/m2
best overall: 86 atoms, gamma 1.3731 J/m2, from site energies 1.3731 J/m2
  excess thickness 0.0170 nm, shortest bond 0.2671 nm
  largest residual force 1.6e-04 eV/angstrom, lowest curvature 0.306 eV/angstrom2
  gamma with thicker free region 1.3728 J/m2
  vibrational part at 673.15 K: -0.0734 J/m2
bulk nearest-neighbour distance 0.2863 nm
gap per boundary cell 1.6011 eV
gap with thicker free region 0.4697 J/m2
gap with vibrations at 673.15 K: 0.4608 J/m2
structures carried over to W: n=0 2.4979 J/m2, other 1.8905 J/m2, gap 0.6074 J/m2
structures carried over to Mo: n=0 2.0273 J/m2, other 1.5940 J/m2, gap 0.4333 J/m2
\end{verbatim}
